\section*{Picture change of the spin operators in the Dirac 1s state}

\section*{Question}

I am working on an exercise about a one-electron ion with a fixed point nucleus. With $\gamma=\sqrt{1-(Z\alpha_{\rm fs})^2}$, where $\alpha_{\rm fs}$ is the fine-structure constant, I should show that the Dirac $1s$ state with $j_z=+\tfrac12$ has
\[
\langle\Sigma_z\rangle=\frac{1+2\gamma}{3},\qquad
\langle\beta\Sigma_z\rangle=\frac{2+\gamma}{3},
\]
and that the untransformed $\sigma_z$ gives exactly 1 in the decoupled two-component state.

I am stuck in two places. The large component is a pure spin-up $s$ function, so I do not see where the reduced spin comes from. And if the decoupling is unitary, how can it change a mean value? Even an exact decoupling seems to give 1 for both operators, although they are different operators.

\section*{Answer}

The reduced spin comes from the lower component, which is a $p$ wave with its spin partly reversed. The unitary transformation does preserve mean values, but only if the operator is transformed together with the state. Using the new state with the old operator is the picture-change error.

\subsection*{The four-component state}

I use the standard representation, in which $\Sigma_z=\mathrm{diag}(\sigma_z,\sigma_z)$ and $\beta\Sigma_z=\mathrm{diag}(\sigma_z,-\sigma_z)$. Put $a=Z\alpha_{\rm fs}$ with $0<a<1$. Measure length in units of $a_0/Z$ ($a_0$ is the Bohr radius), momentum in $\hbar Z/a_0=a\,mc$, and energy in $mc^2$. The kinetic term then carries a factor $a$ and the Coulomb term a factor $a^2$. For upper and lower components $u$ and $l$ the Dirac equation reads
\begin{align}
\left(1-\frac{a^2}{\rho}\right)u+a\,\boldsymbol\sigma\!\cdot\!\mathbf p\,l&=Eu,\label{up}\\
a\,\boldsymbol\sigma\!\cdot\!\mathbf p\,u-\left(1+\frac{a^2}{\rho}\right)l&=El,\label{low}
\end{align}
with $\mathbf p=-i\nabla$. Let $\chi$ be the spin-up spinor and $\sigma_\rho=\boldsymbol\sigma\cdot\hat{\boldsymbol\rho}$. Try
\begin{equation}
u=f\chi,\qquad l=ik\,\sigma_\rho f\chi,\qquad f=\rho^{\gamma-1}e^{-\rho},
\label{state}
\end{equation}
leaving out a common normalization factor. Two derivatives are needed. The first is $\boldsymbol\sigma\cdot\mathbf p\,f\chi=-i\sigma_\rho f'\chi$. For the second, write $\sigma_\rho f=\boldsymbol\sigma\cdot\boldsymbol\rho\,h$ with $h=f/\rho$:
\begin{align}
\boldsymbol\sigma\!\cdot\!\nabla(\boldsymbol\sigma\!\cdot\!\boldsymbol\rho\,h)
&=\sum_{ij}\sigma_i\sigma_j\left(\delta_{ij}h+\frac{\rho_i\rho_j}{\rho}h'\right)\nonumber\\
&=3h+\rho h'=f'+\frac{2f}{\rho}.
\end{align}
Since $l$ contains $i$ and $\mathbf p$ contains $-i$, this gives $\boldsymbol\sigma\cdot\mathbf p\,l=k(f'+2f/\rho)\chi$. Now insert $f'=[(\gamma-1)/\rho-1]f$. Equation (\ref{up}), divided by $f$, becomes
\begin{equation}
1-\frac{a^2}{\rho}+ak\left(\frac{\gamma+1}{\rho}-1\right)=E .
\end{equation}
The $1/\rho$ terms require $k=a/(1+\gamma)$. The constant terms give $E=1-a^2/(1+\gamma)=\gamma$, because $a^2=(1-\gamma)(1+\gamma)$. Equation (\ref{low}), divided by $i\sigma_\rho f$, becomes
\begin{equation}
-a\left(\frac{\gamma-1}{\rho}-1\right)-k-\frac{ka^2}{\rho}=\gamma k .
\end{equation}
Its $1/\rho$ terms require $k=(1-\gamma)/a$ and its constant terms $k=a/(1+\gamma)$. These are the same number, so both equations hold. The solution is normalizable, has no radial node, and goes over into $e^{-\rho}$ as $a\to0$: it is the $1s$ state. For $a>\sqrt3/2$ ($\gamma<\tfrac12$, $Z\ge119$) the more singular behaviour $\rho^{-\gamma-1}$ is square-integrable too, and a boundary condition at the point nucleus must be added. In that range all results below refer to the less singular choice (\ref{state}).

Both components contain the same $f$, and $\sigma_\rho^2=1$. The lower weight $F$ and the upper weight $G$ therefore satisfy
\begin{equation}
\frac FG=k^2=\frac{a^2}{(1+\gamma)^2}=\frac{1-\gamma}{1+\gamma}.
\end{equation}
With $G+F=1$ this gives
\begin{equation}
G=\frac{1+\gamma}{2},\qquad F=\frac{1-\gamma}{2}.
\label{weights}
\end{equation}

\subsection*{The spin of the lower component}

The upper part contributes $+G$ to the mean of $\sigma_z$. In the lower part the phases cancel, $(-i)(i)=1$, and the operator between the two spinors $\chi$ is $\sigma_\rho\sigma_z\sigma_\rho$. From $\sigma_z\sigma_\rho=2\cos\theta-\sigma_\rho\sigma_z$ and $\sigma_\rho^2=1$,
\begin{equation}
\sigma_\rho\sigma_z\sigma_\rho=2\cos\theta\,\sigma_\rho-\sigma_z .
\end{equation}
Its mean in $\chi$ is $2\cos^2\theta-1$, since $\chi^\dagger\sigma_\rho\chi=\cos\theta$. The average of $\cos^2\theta$ over the sphere is $\tfrac13$, so the lower part has mean spin $\tfrac23-1=-\tfrac13$ per unit weight. The matrix $\beta$ reverses the sign of this contribution. Hence
\begin{align}
\langle\Sigma_z\rangle&=G-\frac F3=1-\frac{4F}{3}=\frac{1+2\gamma}{3},\label{sig}\\
\langle\beta\Sigma_z\rangle&=G+\frac F3=1-\frac{2F}{3}=\frac{2+\gamma}{3}.\label{bsig}
\end{align}

The missing spin is orbital angular momentum. Explicitly, $\sigma_\rho\chi=(\cos\theta,\ \sin\theta\,e^{i\varphi})^T$. Its spin-down entry has $m_l=1$ and carries the fraction $\langle\sin^2\theta\rangle=\tfrac23$ of the lower weight. Thus $\langle L_z\rangle=\tfrac23F\hbar$, and $\langle L_z\rangle+\tfrac{\hbar}{2}\langle\Sigma_z\rangle=\tfrac{\hbar}{2}$, as $j_z=\tfrac12$ demands. For $j_z=-\tfrac12$ all these means change sign.

\subsection*{Why the bare two-component operator gives 1}

Let $X$ be the operator that yields the lower from the upper component for all positive-energy states, $l=Xu$. I assume that this decoupling exists. The inner product of two such states is $\langle u|(1+X^\dagger X)|u'\rangle$. A two-component function with the ordinary norm is therefore
\begin{equation}
\phi=R^{-1}u,\qquad R=(1+X^\dagger X)^{-1/2},
\label{phi}
\end{equation}
and conversely $u=R\phi$, $l=XR\phi$.

A rotation acts on $u$ and $l$ with the same operator $D$ and takes positive-energy states into positive-energy states. Thus $XDu=Dl=DXu$, and $X$ commutes with rotations. Parity acts as spatial inversion on $u$ and as minus spatial inversion on $l$, so $X$ anticommutes with inversion. The product $X^\dagger X$, and with it $R$, commutes with both.

It follows that $\phi$ has the same symmetry as $u$: $j=\tfrac12$, $j_z=+\tfrac12$ and even parity. A two-component function with $j=\tfrac12$ can have orbital quantum number $\ell=0$ or $\ell=1$, and even parity leaves $\ell=0$. So $\phi=w(\rho)\chi$ with some radial function $w$, and
\begin{equation}
\langle\phi|\sigma_z|\phi\rangle=\langle\phi|\phi\rangle=1 .
\end{equation}
The coupling strength affects $w$ but not this mean.

The symmetry condition matters. Decoupling leaves open a further unitary transformation of $\phi$. If it respects rotations and parity, it can only change $w$, and the result stands. A fixed spin rotation by an angle $\vartheta$ about the $x$ axis also keeps the Hamiltonian decoupled, but it would turn the bare mean into $\cos\vartheta$.

\subsection*{The operators that belong to this state}

Substituting $u=R\phi$ and $l=XR\phi$ into the four-component means gives
\begin{align}
\langle\Sigma_z\rangle&=\langle\phi|R(\sigma_z+X^\dagger\sigma_zX)R|\phi\rangle,\\
\langle\beta\Sigma_z\rangle&=\langle\phi|R(\sigma_z-X^\dagger\sigma_zX)R|\phi\rangle .
\end{align}
These return (\ref{sig}) and (\ref{bsig}). This also answers your last point: the two operators have the same upper-left block $\sigma_z$ and differ in the sign of the lower block. Keeping the bare $\sigma_z$ drops the term that distinguishes them, along with the factors $R$.

The errors can be seen at leading order in $a^2$. For $E\approx1$ and weak coupling, (\ref{low}) gives $X\approx a\,\boldsymbol\sigma\cdot\mathbf p/2$, so that $X^\dagger X\approx a^2p^2/4$ and $R\approx1-a^2p^2/8$. Then
\begin{align}
R\sigma_zR&\approx\sigma_z-\frac{a^2}{4}p^2\sigma_z,\\
X^\dagger\sigma_zX&\approx\frac{a^2}{4}\left(2p_z\,\boldsymbol\sigma\!\cdot\!\mathbf p-p^2\sigma_z\right),
\end{align}
where the second line uses the same spin identity as before, with $\mathbf p$ in place of $\hat{\boldsymbol\rho}$. The sum and the difference are
\begin{align}
\Sigma_z&\to\sigma_z-\frac{a^2}{2}\left(p^2\sigma_z-p_z\,\boldsymbol\sigma\!\cdot\!\mathbf p\right),\\
\beta\Sigma_z&\to\sigma_z-\frac{a^2}{2}\,p_z\,\boldsymbol\sigma\!\cdot\!\mathbf p .
\end{align}
The leading $\sigma_z$ has mean 1 in $\phi$ for any $w$. The corrections already carry $a^2$, so the nonrelativistic function $e^{-\rho}/\sqrt\pi$ suffices for them. Its gradient has the same magnitude as the function itself, hence $\langle p^2\rangle=1$. Spherical symmetry gives $\langle p_z^2\rangle=\tfrac13$, and the $\sigma_x$ and $\sigma_y$ terms have zero mean in $\chi$. The two means therefore lie below 1 by
\begin{equation}
\frac{a^2}{2}\left(1-\frac13\right)=\frac{a^2}{3}
\qquad\text{and}\qquad
\frac{a^2}{2}\cdot\frac13=\frac{a^2}{6}.
\end{equation}
The closed results agree: the deficits are $\tfrac23(1-\gamma)$ and $\tfrac13(1-\gamma)$, with $1-\gamma=a^2/2+a^4/8+\dots$

In the opposite limit, $a\to1$, the upper and lower weights become equal. The four-component means tend to $\tfrac13$ and $\tfrac23$, while the bare two-component value stays at 1.

\subsection*{Numbers for a light and a strong case}

Take the one-electron ion of Sc, $Z=21$, with a point nucleus and without radiative or recoil corrections. Here $a=21\times0.00729735=0.15324$ and $\gamma=0.98819$. The lower weight is $F=(1-0.98819)/2=0.0059$, and
\begin{align}
\langle\Sigma_z\rangle&=\frac{1+2(0.98819)}{3}=0.9921,\\
\langle\beta\Sigma_z\rangle&=\frac{2+0.98819}{3}=0.9961 .
\end{align}
The bare value 1 is too large by about $0.8\%$ and $0.4\%$ of the respective four-component means.

For a round model coupling $a=0.6$ one has $\gamma=0.8$ and $F=0.1$. The means are $2.6/3=0.8667$ and $2.8/3=0.9333$, so the bare value is too large by $0.1333/0.8667=15\%$ and $0.0667/0.9333=7\%$. The leading-order deficit for $\Sigma_z$ is $0.12$ instead of $0.1333$, so the expansion misses a tenth of the effect at this coupling.

The numerical output also contains a matrix decoupling in a finite Gaussian basis. That basis includes $d$ functions with spin down, which would show up if the numerical decoupling broke rotational symmetry. These functions are mixtures of $j=\tfrac32$ and $j=\tfrac52$ with no $j=\tfrac12$ part, so rotational symmetry must keep them out of the two-component state. The bare value in this test therefore confirms only that the decoupling respects the symmetry. In the tests its bare mean stayed at 1 within $10^{-9}$, and the transformed operators reproduced both closed formulas within $2\times10^{-5}$.

\subsection*{What depends on the Coulomb field}

In another spherical potential the $s_{1/2}$ state in general has two different radial functions in place of the common $f$, but the same angular and spin factors. The forms $1-4F/3$ and $1-2F/3$ therefore survive, as does the bare value 1. The weights (\ref{weights}), and with them the formulas in $\gamma$, do not carry over. For the softened potential $-a^2/\sqrt{\rho^2+0.25}$ at $a=0.6$, the lower weight is $F=0.0439$. This gives $\langle\Sigma_z\rangle=1-4(0.0439)/3=0.9415$, well away from the point-Coulomb value $0.8667$. Softening the attraction near the nucleus has reduced the lower component, and the picture-change error has shrunk in proportion to $F$.

\section*{Computed values}
\begin{verbatim}
All spin means and weights are dimensionless; j_z = +1/2
fine-structure constant = 0.0072973526
--- Sc one-electron ion, Z = 21
a = 0.15324440, gamma = 0.98818832
upper weight G = 0.99409416, lower weight F = 0.00590584
spin mean within lower part = -0.33333333
<Sigma_z>, explicit spinor = 0.99212555
<beta Sigma_z>, explicit spinor = 0.99606277
orbital <L_z> = 0.00393723 hbar
bare two-component <sigma_z> = 1.00000000
transformed Sigma_z, matrix = 0.992126
transformed beta Sigma_z, matrix = 0.996063
energy, matrix = 0.9881883 mc^2
error of bare operator for Sigma_z = 0.78745 percentage points
error of bare operator for beta Sigma_z = 0.39372 percentage points
lowest-order deficits a^2/3, a^2/6 = 0.00782795, 0.00391397
--- model coupling
a = 0.60000000, gamma = 0.80000000
upper weight G = 0.90000000, lower weight F = 0.10000000
spin mean within lower part = -0.33333333
<Sigma_z>, explicit spinor = 0.86666667
<beta Sigma_z>, explicit spinor = 0.93333333
orbital <L_z> = 0.06666667 hbar
bare two-component <sigma_z> = 1.00000000
transformed Sigma_z, matrix = 0.866667
transformed beta Sigma_z, matrix = 0.933333
energy, matrix = 0.8000000 mc^2
error of bare operator for Sigma_z = 13.33333 percentage points
error of bare operator for beta Sigma_z = 6.66667 percentage points
lowest-order deficits a^2/3, a^2/6 = 0.12000000, 0.06000000
--- softened potential -a^2/sqrt(rho^2 + 0.25), a = 0.6
lower weight F = 0.043870
<Sigma_z> = 0.941506, <beta Sigma_z> = 0.970753
bare two-component <sigma_z> = 1.000000
--- weak coupling, a = 0.05
deficit/a^2 for Sigma_z: matrix 0.33354, lowest order 0.33333
deficit/a^2 for beta Sigma_z: matrix 0.16677, lowest order 0.16667
\end{verbatim}
